\section*{Hyperfine components of the 2S–2P1/2 interval in hydrogen}

\section*{Problem}

In hydrogen the $2S_{1/2}$ level lies slightly above $2P_{1/2}$. Let $L$ be their energy difference with the magnetic moment of the proton switched off. This is the Lamb interval. It is not calculated here; the following number is an assumed input of the exercise, of realistic size, not a quoted measurement:
\[
L=4.37483\times10^{-6}\ \mathrm{eV}.
\]
With the moment switched on, each level splits into a state with total angular momentum $F=0$ and a triplet with $F=1$.

\begin{enumerate}
\item Calculate the hyperfine intervals $D_S$ of $2S$ and $D_P$ of $2P_{1/2}$, each defined as $E(F{=}1)-E(F{=}0)$.
\item Find which transitions from $2S(F)$ to $2P_{1/2}(F')$ are allowed for electric dipole radiation, and their relative strengths.
\item Predict the energy interval of each allowed component, and convert it to a frequency.
\item Decide which digits of the prediction can be trusted.
\end{enumerate}

The data are $\alpha=0.007297353$, the proton-to-electron mass ratio $M=1836.152673$, the proton $g$ factor $g_p=5.5856947$, half the magnitude of the electron $g$ factor $h=1.001159652$, and the Hartree energy $27.21138625$ eV. One eV corresponds to $2.41798924\times10^{8}$ MHz.

The algebra uses atomic units, in which the electron mass, the elementary charge and $\hbar$ equal 1. The wavefunctions are nonrelativistic, with reduced mass $\mu=M/(1+M)=0.999455679$.

\section*{Hints}

\begin{enumerate}
\item The electron feels the proton's moment through its orbital motion and through its spin. For an $S$ state all that survives is the field at the proton itself. Find it by replacing the point dipole with a small magnetised sphere.
\item Write the $2P_{1/2}$ angular function as $(\boldsymbol\sigma\cdot\mathbf n)\chi$, where $\mathbf n=\mathbf r/r$ and $\chi$ is a constant spinor. The algebra of Pauli matrices then replaces tables of coupling coefficients.
\item An interaction proportional to $\mathbf I\cdot\mathbf J$ leaves the average of the four sublevels unchanged. Find how far each $F$ moves from that average.
\item A lower final state makes a downward interval larger. Watch the sign of the $2P_{1/2}$ shift.
\end{enumerate}

\section*{Solution}

\subsection*{The interaction}

The proton has spin $\mathbf I$ with $I=1/2$ and magnetic moment $\mathbf m=g_p\mathbf I/(2M)$. In atomic units its vector potential is $\mathbf A=\alpha^2\,\mathbf m\times\mathbf r/r^3$. The electron has charge $-1$, so its kinetic energy is $(\mathbf p+\mathbf A)^2/2$. Since $\nabla\cdot\mathbf A=0$, the term linear in $\mathbf A$ is
\[
\mathbf A\cdot\mathbf p=\alpha^2\frac{(\mathbf m\times\mathbf r)\cdot\mathbf p}{r^3}
=\alpha^2\frac{\mathbf m\cdot\mathbf L}{r^3},
\]
where $\mathbf L=\mathbf r\times\mathbf p$ is the orbital angular momentum.

The electron's spin moment is $-h\mathbf S$, so its energy in the field $\mathbf B$ is $+h\,\mathbf S\cdot\mathbf B$. Away from the proton, $\mathbf B=\alpha^2[3\mathbf n(\mathbf n\cdot\mathbf m)-\mathbf m]/r^3$. To find the field at the origin, spread the moment uniformly over a sphere of radius $R$. Apart from the factor $\alpha^2$, the field is a dipole field outside and the constant $2\mathbf m/R^3$ inside. This is the solution because it meets both surface conditions:
\begin{itemize}
\item The radial component is $2m\cos\theta/R^3$ on both sides.
\item The tangential component jumps from $-2m\sin\theta/R^3$ to $m\sin\theta/R^3$. The jump $3m\sin\theta/R^3$ equals $4\pi$ times the surface current, which is the magnetisation $3m/(4\pi R^3)$ times $\sin\theta$.
\end{itemize}
The interior field integrated over the sphere is
\[
\frac{2\mathbf m}{R^3}\,\frac{4\pi R^3}{3}=\frac{8\pi}{3}\mathbf m .
\]
This does not depend on $R$, so it survives as a delta function when $R\to0$. With $K=\alpha^2g_p/(2M)$ the interaction is
\begin{equation}
H=K\left\{\frac{\mathbf I\cdot\mathbf L}{r^3}
+h\,\frac{3(\mathbf S\cdot\mathbf n)(\mathbf I\cdot\mathbf n)-\mathbf S\cdot\mathbf I}{r^3}
+\frac{8\pi h}{3}\,\mathbf S\cdot\mathbf I\,\delta(\mathbf r)\right\}.
\label{H}
\end{equation}

First-order perturbation theory is used below. The small distance between $2S$ and $2P_{1/2}$ does not spoil it: $H$ is even under reflection of $\mathbf r$, while the two levels have opposite parity, so $H$ does not mix them.

\subsection*{The 2S interval}

The orbital term vanishes because $l=0$. The second term vanishes because the average of $n_in_j$ over a sphere is $\delta_{ij}/3$. The contact term needs the density at the origin. With $\psi=N(1-\mu r/2)e^{-\mu r/2}$ and $x=\mu r$,
\[
1=\frac{4\pi N^2}{\mu^3}\int_0^\infty x^2\left(1-x+\frac{x^2}{4}\right)e^{-x}dx
=\frac{4\pi N^2}{\mu^3}(2-6+6),
\]
so $|\psi(0)|^2=N^2=\mu^3/(8\pi)$. The effective interaction is therefore
\[
K\,\frac{8\pi h}{3}\,\frac{\mu^3}{8\pi}\,\mathbf S\cdot\mathbf I=\frac{Kh\mu^3}{3}\,\mathbf S\cdot\mathbf I .
\]
Squaring $\mathbf F=\mathbf S+\mathbf I$ gives $\mathbf S\cdot\mathbf I=\tfrac12[F(F+1)-\tfrac32]$, which is $1/4$ for $F=1$ and $-3/4$ for $F=0$. These differ by 1, hence
\begin{equation}
D_S=\frac{Kh\mu^3}{3}.
\end{equation}

\subsection*{The 2P1/2 interval}

The density vanishes at the origin, so the contact term drops out. The radial function is proportional to $re^{-\mu r/2}$, and
\[
\langle r^{-3}\rangle=\frac{\int_0^\infty r\,e^{-\mu r}dr}{\int_0^\infty r^4e^{-\mu r}dr}
=\frac{\mu^{-2}}{24\,\mu^{-5}}=\frac{\mu^3}{24}.
\]

The angular function $\phi=(\boldsymbol\sigma\cdot\mathbf n)\chi$ is linear in $\mathbf n$, so it has $l=1$. The factor $\boldsymbol\sigma\cdot\mathbf n$ is a scalar under joint rotations of space and spin, so $\phi$ inherits $j=1/2$ from $\chi$, and $J_i\phi=\tfrac12(\boldsymbol\sigma\cdot\mathbf n)\sigma_i\chi$.

The first two terms of \eqref{H} are $K\,\mathbf I\cdot\mathbf N/r^3$ with $\mathbf N=\mathbf L+h[3\mathbf n(\mathbf n\cdot\mathbf S)-\mathbf S]$. Repeated indices are summed. From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,
\[
(\boldsymbol\sigma\cdot\mathbf n)\sigma_i=n_i+i\epsilon_{ijk}\sigma_jn_k,
\qquad
\sigma_i(\boldsymbol\sigma\cdot\mathbf n)=2n_i-(\boldsymbol\sigma\cdot\mathbf n)\sigma_i .
\]
Since $L_in_j=i\epsilon_{ijk}n_k$ and $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, the three pieces of $\mathbf N$ give
\begin{align*}
L_i\phi&=i\epsilon_{ijk}\sigma_jn_k\chi=[(\boldsymbol\sigma\cdot\mathbf n)\sigma_i-n_i]\chi,\\
S_i\phi&=\tfrac12\sigma_i(\boldsymbol\sigma\cdot\mathbf n)\chi=[n_i-\tfrac12(\boldsymbol\sigma\cdot\mathbf n)\sigma_i]\chi,\\
3n_i(\mathbf n\cdot\mathbf S)\phi&=\tfrac32n_i\chi .
\end{align*}
Adding them with their weights,
\begin{equation}
N_i\phi=\left(\tfrac h2-1\right)n_i\chi+\left(1+\tfrac h2\right)(\boldsymbol\sigma\cdot\mathbf n)\sigma_i\chi .
\label{N}
\end{equation}

The second term is already a $j=1/2$ function, but $n_i\chi$ also contains $j=3/2$. Its overlap with $(\boldsymbol\sigma\cdot\mathbf n)\chi'$, averaged over angles, is $\chi'^\dagger\sigma_k\langle n_kn_i\rangle\chi=\tfrac13\chi'^\dagger\sigma_i\chi$. Its $j=1/2$ part is therefore
\begin{equation}
n_i\chi\;\to\;\tfrac13(\boldsymbol\sigma\cdot\mathbf n)\sigma_i\chi .
\label{proj}
\end{equation}
Inserting this in \eqref{N} gives the coefficient
\[
\tfrac13\left(\tfrac h2-1\right)+1+\tfrac h2=\tfrac23(1+h).
\]
Because $(\boldsymbol\sigma\cdot\mathbf n)\sigma_i\chi=2J_i\phi$, within $2P_{1/2}$ the vector $\mathbf N$ acts as $\tfrac43(1+h)\mathbf J$. Again $\mathbf I\cdot\mathbf J$ changes by 1 between $F=0$ and $F=1$, so
\begin{equation}
D_P=K\,\frac{\mu^3}{24}\,\frac43(1+h)=\frac{K\mu^3(1+h)}{18}.
\end{equation}

The ratio is $D_P/D_S=(1+h)/(6h)$. For $h=1$ it would be $1/3$. The actual $h$ is slightly larger and multiplies all of $D_S$ but only the spin part of $D_P$, so the ratio falls to $0.333140$.

\subsection*{Allowed components and strengths}

The dipole operator is proportional to $n_k$. Acting on a $2S$ spinor $\chi$ it gives $n_k\chi$, whose $2P_{1/2}$ part is known from \eqref{proj}. The angular part of the transition thus acts as $\sigma_k/3$ on $\chi$, with the proton spin untouched. On both sides $F$ is the total spin of $\chi$ and the proton.

A vector operator has no matrix element between two states of zero angular momentum. Hence $F=0\to F'=0$ is forbidden, and the other three components remain.

Now sum the squared amplitudes over $k$ and over all magnetic sublevels. From the singlet the total is $\sum_k\langle\sigma_k^2\rangle/9=3/9=1/3$, and all of it goes to $F'=1$. The matrices are Hermitian, so $F=1\to F'=0$ also has strength $1/3$. The four initial states together have $4\times1/3=4/3$, which leaves $2/3$ for $F=1\to F'=1$. These are angular strengths, not emission rates: a spontaneous rate also contains the cube of the transition frequency, and observed intensities depend on how the initial sublevels are populated.

\subsection*{The intervals}

Relative to its centroid, the average over the four sublevels, each level has $F=1$ at $+D/4$ and $F=0$ at $-3D/4$. The centroid stays put, since $3(D/4)-3D/4=0$. Let $W_{FF'}=E(2S,F)-E(2P_{1/2},F')$. Subtracting the final shift from the initial one,
\begin{align}
W_{01}&=L-\tfrac34D_S-\tfrac14D_P,\label{w01}\\
W_{11}&=L+\tfrac14D_S-\tfrac14D_P,\\
W_{10}&=L+\tfrac14D_S+\tfrac34D_P.\label{w10}
\end{align}
In $W_{01}$ both corrections are negative: the upper state has moved down and the lower state up. If the proton's moment were reduced to zero, all three intervals would merge at $L$. If instead $\tfrac34D_S+\tfrac14D_P$ exceeded $L$, $W_{01}$ would be negative and $2S(F{=}0)$ would lie below $2P_{1/2}(F{=}1)$.

\subsection*{Numbers}

The coupling constant is
\[
K=\frac{(0.007297353)^2\times5.5856947}{2\times1836.152673}\times27.21138625\ \mathrm{eV}
=2.204041\times10^{-6}\ \mathrm{eV}.
\]
With $\mu^3=0.998368$ the hyperfine intervals are
\begin{align*}
D_S&=\tfrac13(2.204041\times10^{-6})(1.001159652)(0.998368)\ \mathrm{eV}
=7.34332\times10^{-7}\ \mathrm{eV},\\
D_P&=\tfrac1{18}(2.204041\times10^{-6})(0.998368)(2.001159652)\ \mathrm{eV}
=2.44636\times10^{-7}\ \mathrm{eV}.
\end{align*}
The $2S$ shifts are $+0.183583$ for $F=1$ and $-0.550749$ for $F=0$, in units of $10^{-6}$ eV. For $2P_{1/2}$ they are $+0.061159$ and $-0.183477$ in the same unit. Therefore
\begin{align*}
W_{01}&=(4.374830-0.550749-0.061159)\times10^{-6}\ \mathrm{eV}
=3.762922\times10^{-6}\ \mathrm{eV},\\
W_{11}&=(4.374830+0.183583-0.061159)\times10^{-6}\ \mathrm{eV}
=4.497254\times10^{-6}\ \mathrm{eV},\\
W_{10}&=(4.374830+0.183583+0.183477)\times10^{-6}\ \mathrm{eV}
=4.741890\times10^{-6}\ \mathrm{eV}.
\end{align*}
Multiplication by the conversion factor gives the frequencies in this model:
\begin{center}
\begin{tabular}{ccc}
$2S(F)\to2P_{1/2}(F')$ & frequency (MHz) & strength\\[2pt]
$0\to1$ & 909.87 & $1/3$\\
$1\to1$ & 1087.43 & $2/3$\\
$1\to0$ & 1146.58 & $1/3$
\end{tabular}
\end{center}

\subsection*{Which digits to trust}

The frequencies are conditional on $L$: any change in $L$ moves all three by the same amount. The hyperfine intervals omit several effects, and two of these have a scale that is easy to estimate. Relativistic corrections to the $2S$ interval have the scale $\alpha^2D_S=3.9\times10^{-11}$ eV. Recoil of the proton in the orbital coupling has the scale $D_P/M=1.3\times10^{-10}$ eV. These are orders of magnitude, not bounds. The Dirac equation gives the relativistic coefficients $17/8$ for $2S$ and $47/24$ for $2P_{1/2}$, that is $8.3\times10^{-11}$ eV in $D_S$ and $2.6\times10^{-11}$ eV in $D_P$. The recoil multiplies only the orbital part of $D_P$, by $1+(g_p-1)/(g_pM)$, which adds $5.5\times10^{-11}$ eV. Further radiative corrections and the finite size of the proton are also left out and are not estimated here.

A frequency step of $0.01$ MHz corresponds to $4.1\times10^{-11}$ eV, so the omitted terms can reach the second decimal. The component $1\to0$ is the most exposed to corrections of $D_P$, and the component $0\to1$ to corrections of $D_S$, because each enters there with weight $3/4$ instead of $1/4$. Taken alone, the relativistic and recoil terms above move $0\to1$ by $-0.02$ MHz and $1\to0$ by $+0.02$ MHz and nearly cancel in $1\to1$; the terms not estimated here change these shifts again. The second decimals in the table are what the stated model gives and are not secured by the model alone. For the given $L$ the frequencies are better quoted as $909.9$, $1087.4$ and $1146.6$ MHz.

\section*{Variation 1: recovering the Lamb interval}

\textbf{Question.} Suppose the three $W_{FF'}$ are known and $L$, $D_S$ and $D_P$ are not. Find them.

\textbf{Solution.} Two components that share a level differ by the splitting of the other level:
\[
W_{11}-W_{01}=D_S,\qquad W_{10}-W_{11}=D_P .
\]
For $L$, take the mean weighted by the strengths $1/3$, $2/3$, $1/3$, which normalise to $1/4$, $1/2$, $1/4$. The coefficient of $D_S$ is $-\tfrac3{16}+\tfrac18+\tfrac1{16}=0$, and that of $D_P$ is $-\tfrac1{16}-\tfrac18+\tfrac3{16}=0$. Hence
\[
L=\tfrac14(W_{01}+2W_{11}+W_{10})
=\frac{3.762922+8.994508+4.741890}{4}\times10^{-6}\ \mathrm{eV},
\]
which is $4.374830\times10^{-6}$ eV, the input. This is a consistency check on the additions in \eqref{w01}--\eqref{w10} and on the cancellation of the hyperfine terms. It does not check the value of $L$, $D_S$ or $D_P$: changing the size or the sign of either hyperfine interval in all three lines leaves the weighted mean unchanged.

If $W_{01}$ alone is measured, then $L=W_{01}+\tfrac34D_S+\tfrac14D_P$. An error in $D_S$ enters with three times the weight of an equal error in $D_P$.

\section*{Variation 2: the admixture of 2P3/2}

\textbf{Question.} The interaction $H$ also couples $2P_{1/2}$ to $2P_{3/2}$. How far does this move the three components?

\textbf{Solution.} By \eqref{N} and \eqref{proj}, the $j=3/2$ part of $N_i\phi$ is $(\tfrac h2-1)u_i$, with $u_i=[n_i-\tfrac13(\boldsymbol\sigma\cdot\mathbf n)\sigma_i]\chi$. The angular average of the operator product in $u_i^\dagger u_k$ is
\[
\frac{\delta_{ik}}3-\frac{\sigma_i\sigma_k}9-\frac{\sigma_i\sigma_k}9+\frac{\sigma_i\sigma_k}9
=\frac{\delta_{ik}}3-\frac{\sigma_i\sigma_k}9 .
\]
Contracting with $I_iI_k$ and using $\mathbf I^2=3/4$, the squared norm of $I_iu_i$ is the expectation value of $\tfrac14-\tfrac19(\mathbf I\cdot\boldsymbol\sigma)^2$. For $F'=0$, $\mathbf I\cdot\boldsymbol\sigma=-3/2$ and the result is zero, as it must be: $2P_{3/2}$ has only $F=1$ and $F=2$. For $F'=1$, $\mathbf I\cdot\boldsymbol\sigma=1/2$ and the result is $\tfrac14-\tfrac1{36}=\tfrac29$. The magnitude of the coupling is then
\[
V=K\,\frac{\mu^3}{24}\left(1-\frac h2\right)\frac{\sqrt2}{3}=2.1585\times10^{-8}\ \mathrm{eV}.
\]

The standard leading-order spin-orbit energy is $\xi\,\mathbf L\cdot\mathbf S$ with $\xi=\alpha^2\langle r^{-3}\rangle/2$. Since $\mathbf L\cdot\mathbf S$ is $1/2$ for $j=3/2$ and $-1$ for $j=1/2$, the fine-structure interval is $\Delta=\tfrac32\xi=4.5209\times10^{-5}$ eV. This form sets $h=1$ and omits recoil, that is, the relative terms $2(h-1)+2h/M\approx0.34\%$, so the shift below is physically fixed only as $1.03\times10^{-11}$ eV; the extra digits are kept only for comparison with a diagonalization that uses the same $\xi$. Second-order perturbation theory lowers $F'=1$ by
\[
\frac{V^2}{\Delta}=\frac{(2.1585\times10^{-8})^2}{4.5209\times10^{-5}}\ \mathrm{eV}
=1.031\times10^{-11}\ \mathrm{eV}.
\]
Diagonalizing all twelve $2P$ states gives $1.033\times10^{-11}$ eV. The difference of about $0.3\%$ is of the order of $D_P/\Delta$, the relative size expected of the next correction.

A lower final state lengthens the downward interval, so $W_{01}$ and $W_{11}$ grow by this amount while $W_{10}$ is unchanged. The shift is about a quarter of the energy corresponding to $0.01$ MHz, and the first component still rounds to $909.87$ MHz. The estimate requires both $V$ and $D_P$ to be small compared with $\Delta$, because the hyperfine shifts of the two $F=1$ levels also change the energy denominator. Here $D_P$ is about eleven times $V$, so $D_P/\Delta=0.0054$ is the stricter test, and it is met. The mixing leaves the $F=1$ states without an exactly definite $j$, while the states with $F=0$ and $F=2$ have no partner within the $2P$ shell and keep theirs at this level. The centroid of $2P_{1/2}$ therefore moves slightly, by three quarters of the shift found above. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
fine-structure constant alpha: 0.007297353 (no unit)
proton/electron mass ratio M: 1836.152673 (no unit)
reduced mass mu: 0.999455679 electron masses
proton g factor: 5.5856947 (no unit)
h = |g_e|/2: 1.001159652 (no unit)
Hartree energy: 27.21138625 eV
conversion factor: 2.41798924e+08 MHz per eV
supplied Lamb interval L: 4.374830e-06 eV
coupling constant K: 2.204041e-06 eV
2S hyperfine interval D_S: 7.343320e-07 eV
2P1/2 hyperfine interval D_P: 2.446356e-07 eV
ratio D_P/D_S: 0.333140 (no unit)
2S F=1 shift from centroid: 1.835830e-07 eV
2S F=0 shift from centroid: -5.507490e-07 eV
2P1/2 F=1 shift from centroid: 6.115889e-08 eV
2P1/2 F=0 shift from centroid: -1.834767e-07 eV
2S F=0 to 2P1/2 F=1: 3.762922e-06 eV
  the same interval: 909.87 MHz
2S F=1 to 2P1/2 F=1: 4.497254e-06 eV
  the same interval: 1087.43 MHz
2S F=1 to 2P1/2 F=0: 4.741890e-06 eV
  the same interval: 1146.58 MHz
angular strength F=0 to F=0: 0.0000 (no unit)
angular strength F=0 to F=1: 0.3333 (no unit)
angular strength F=1 to F=0: 0.3333 (no unit)
angular strength F=1 to F=1: 0.6667 (no unit)
strength-weighted mean interval: 4.374830e-06 eV
2P3/2 - 2P1/2 fine-structure interval: 4.520869e-05 eV
2P1/2-2P3/2 coupling V for F=1: 2.158534e-08 eV
2P1/2 F=1 shift by admixture, diagonalized: -1.033408e-11 eV
2P1/2 F=1 shift by admixture, second order: -1.030614e-11 eV
F=0 to F=1 interval with admixture: 909.87 MHz
scale of omitted relativity, alpha^2 D_S: 3.910417e-11 eV
scale of omitted orbital recoil, D_P/M: 1.332327e-10 eV
energy equal to 0.01 MHz: 4.136e-11 eV
\end{verbatim}
